# Interaction Energy of Parallel Dipolar Wires in a Square Supercell, part 1

(Sections cited here and not found follow in the second part.)

## Part one: point dipoles and the conducting boundary

Consider identical, straight, infinitely long wires that are parallel to one another and cross a perpendicular plane at the points of a square lattice. The lattice spacing is \(L\) and the cell area is \(A=L^2\). Each wire is electrically neutral and carries a dipole moment \(\mathbf p\) per unit length, directed across the wire. All the dipoles are equal and parallel. The charge density is averaged along the wire axis, so the electrostatics takes place in the transverse plane; the part removed by the averaging is estimated in the second half. Gaussian units are used for the formulas. A charge per length is written \(\lambda\), so \(\mathbf p\), a charge per length times a distance, has the dimension of a charge, and an energy per length has the dimension of charge squared over length squared.

A transverse position is written either as a vector \(\mathbf r=(x,y)\) or as the complex number \(z=x+iy\). A star denotes complex conjugation, and \(\operatorname{Re}(z z'^*)=xx'+yy'=\mathbf r\cdot\mathbf r'\). Lattice points are denoted by the complex number \(\omega\), and a prime on a sum means that \(\omega=0\) is left out.

The stack of wires fills the inside of a grounded conductor up to a gap of order \(L\), and the size of both finally goes to infinity. The interaction energy is the energy of the stack, per wire and per unit length, minus the energy of one isolated wire. For fixed point-like dipoles the statement to be established is

\[
E_{\rm int}=-\frac{\pi p^2}{A}.
\]

The boundary is part of the statement, because without the conductor the energy per wire depends on the shape of the stack.

The starting point is the field of a line charge. Gauss's law for a coaxial cylinder of radius \(r\) and unit length reads \(2\pi r E=4\pi\lambda\), hence

\[
E=\frac{2\lambda}{r},\qquad \phi=-2\lambda\ln r+\text{constant}.
\]

A line dipole consists of a line charge \(\lambda\) at \(\mathbf d/2\) and a line charge \(-\lambda\) at \(-\mathbf d/2\), with \(\mathbf p=\lambda\mathbf d\) held fixed while \(d\to0\). To first order in \(d\),

\[
\ln\left|\mathbf r\mp\frac{\mathbf d}{2}\right|
=\ln r\mp\frac{\mathbf r\cdot\mathbf d}{2r^2}.
\]

The constants cancel between the two charges, and the potential is

\[
\phi=-2\lambda\left[\ln\left|\mathbf r-\frac{\mathbf d}{2}\right|
-\ln\left|\mathbf r+\frac{\mathbf d}{2}\right|\right]
=\frac{2\,\mathbf p\cdot\mathbf r}{r^2}.
\]

Since the gradient of \(\mathbf p\cdot\mathbf r/r^2\) is \(\mathbf p/r^2-2(\mathbf p\cdot\mathbf r)\mathbf r/r^4\), the field is

\[
\mathbf E=-\nabla\phi=-\frac{2\mathbf p}{r^2}
+\frac{4(\mathbf p\cdot\mathbf r)\mathbf r}{r^4}.
\]

A second rigid dipole in this field has the energy
\(\lambda\phi(\mathbf r+\mathbf d/2)-\lambda\phi(\mathbf r-\mathbf d/2)=\mathbf p\cdot\nabla\phi=-\mathbf p\cdot\mathbf E\).
If \(\theta\) is the angle between \(\mathbf p\) and the line joining the two wires, then

\[
u=-\mathbf p\cdot\mathbf E
=\frac{2p^2}{r^2}-\frac{4p^2\cos^2\theta}{r^2}
=-\frac{2p^2\cos2\theta}{r^2}.
\]

Wires placed head to tail attract, and wires placed side by side repel with the same strength. With \(p=1\), \(r=1.3\) and \(\theta=0.4\) rad, this gives \(-0.82450\), and a direct sum over four closely spaced line charges gives the same five decimals.

It is tempting to add \(u\) over the lattice and halve the result. The sum, however, does not converge absolutely. The number of wires between \(r\) and \(r+dr\) is about \(2\pi r\,dr/A\), so the sum of the magnitudes behaves as \(\int dr/r\), which grows logarithmically. The sum converges only through the cancellation of positive and negative terms, and its value depends on the shape in which the terms are collected.

For a circular stack centred on the chosen wire the value follows from symmetry. Take \(\mathbf p\) along \(x\). With \(\omega=re^{i\theta}\), one has \(\cos2\theta/r^2=\operatorname{Re}\omega^{-2}\). A quarter turn maps \(\omega\) to \(i\omega\) and maps the set of lattice points inside the circle onto itself. Therefore

\[
\sum_{|\omega|<R}{}^{'}\frac{1}{\omega^2}
=\sum_{|\omega|<R}{}^{'}\frac{1}{(i\omega)^2}
=-\sum_{|\omega|<R}{}^{'}\frac{1}{\omega^2}=0.
\]

For another direction of \(\mathbf p\), at an angle \(\beta\) to \(x\), the summand becomes \(\operatorname{Re}(e^{2i\beta}\omega^{-2})\), and the sum is again zero. The other wires of a circular stack thus produce no field at the central wire. Whatever energy there is must come from the conductor.

Let the conductor be a grounded cylinder of radius \(R\), centred on the same wire. A line charge \(\lambda\) at \(z'\) inside it has the potential

\[
\phi(z)=-2\lambda\ln|z-z'|+2\lambda\ln\left|R-\frac{z z'^*}{R}\right|.
\]

The first term is the direct potential. The second is the potential of the charge induced on the wall. It is singular only at \(z=R^2/z'^*\), outside the cylinder, and satisfies Laplace's equation inside. On the wall, \(R^2=zz^*\), so

\[
\left|R-\frac{zz'^*}{R}\right|
=\frac{|z|\,|z^*-z'^*|}{R}=|z-z'|,
\]

and the two terms cancel. The total potential vanishes on the wall, as required of a grounded conductor, and the solution with these properties is unique.

The induced part can be written as \(2\lambda\ln R+2\lambda\ln|1-zz'^*/R^2|\). Its constant disappears on summing over the charges of a neutral wire. For small \(w\), \(\ln|1-w|=-\operatorname{Re}w+O(|w|^2)\), and near the centre the remaining part is

\[
\phi_{\rm ind}(z)=-\frac{2\lambda}{R^2}\operatorname{Re}(zz'^*)+O(z^2)
=-\frac{2\lambda}{R^2}\,\mathbf r\cdot\mathbf r'+O(r^2).
\]

Terms of second order have no gradient at the centre. The induced field there is therefore \(2\lambda\mathbf r'/R^2\) for each line charge. The sum of \(\lambda\mathbf r'\) over one neutral wire is \(\mathbf p\), wherever that wire stands. Every wire, including the central one, contributes through its image the same field \(2\mathbf p/R^2\), and \(N\) wires give

\[
\mathbf E_{\rm loc}=\frac{2N\mathbf p}{R^2}.
\]

The number \(N\) differs from \(\pi R^2/A\) by at most a number proportional to the count of cells cut by the circle, which grows as \(R/L\). The relative difference therefore vanishes at least as fast as \(L/R\), and

\[
\mathbf E_{\rm loc}\longrightarrow\frac{2\pi\mathbf p}{A}.
\]

The field of a single image vanishes as \(R^{-2}\), but the number of images grows as \(R^2\). This is why a wall at a great distance still matters.

An explicit sum shows how this limit is approached. For unit dipoles, unit spacing and \(R=60.5\), there are 11513 wires. The field at the centre without the wall is \(7.5\times10^{-6}\), which is zero within the accuracy of the finite differences and finite dipole lengths used. With the wall it is 6.2908, in agreement with \(2N/R^2\) and 0.12% above \(2\pi=6.2832\). The difference from \(2\pi\) is the difference between the number of lattice points in the disk and the area of the disk.

An energy per wire requires the field at every interior wire, so the special position of the centre has to be removed from the argument. The stack has the mean polarization \(\mathbf P=\mathbf p/A\). Imagine first a uniform medium with this polarization that fills the grounded enclosure completely. Its volume charge \(-\nabla\cdot\mathbf P\) is zero, and its surface charge lies on the wall, where it is cancelled by induced charge. The potential is zero on the wall and has no source inside, so the field of the medium together with all its images is zero.

Now choose any wire in the interior and draw around it a disk of radius \(a\), with \(L\ll a\), that does not reach the wall. By the quarter-turn symmetry, the other wires inside the disk produce no direct field at its centre. Outside the disk the wires may be replaced by the uniform medium. Smoothing a distant dipole over its own cell changes its field by a relative amount that vanishes for \(L/a\to0\). The cells cut by the disk edge number about \(a/L\), and each contributes a field of order \(p/a^2\). Their total is of order \(p/(aL)\), smaller than \(p/A\) by a factor of order \(L/a\). At the wall the same estimate applies, with the distance from the chosen wire to the wall in place of \(a\).

The local field is consequently the direct field of the medium outside the disk plus the field of all images. Since the complete medium with all images gives zero, the local field is minus the direct field of the polarized disk. The surface charge of that disk is \(\sigma=P\cos\varphi\), where \(\varphi\) is measured from \(\mathbf P\). The strip \(a\,d\varphi\) acts as a line charge \(\sigma a\,d\varphi\) at distance \(a\), and its field at the centre points away from it. The component along \(\mathbf P\) is

\[
E_{\rm disk}=-\int_0^{2\pi}\frac{2P\cos\varphi\,a}{a}\cos\varphi\,d\varphi
=-2P\int_0^{2\pi}\cos^2\varphi\,d\varphi=-2\pi P,
\]

and the perpendicular component vanishes because it contains \(\int\sin\varphi\cos\varphi\,d\varphi\). Hence

\[
\mathbf E_{\rm loc}=2\pi\mathbf P=\frac{2\pi\mathbf p}{A}
\]

at every wire far from the wall in units of \(L\). The shape of the enclosure did not enter. In the explicit sum, the wire ten spacings along \(x\) and five along \(y\) from the centre feels a field of 6.2909, against 6.2908 at the centre.

The energy follows by building up all dipoles together. Let each dipole be \(t\mathbf p\), with \(t\) rising from 0 to 1. Potentials are linear in the charges, so the field at wire \(j\), from the other wires and from all images, is \(t\mathbf E_j\). Raising each dipole by \(\mathbf p\,dt\) in this field costs \(-t\,\mathbf p\cdot\mathbf E_j\,dt\). The wall stays at zero potential, so charge flowing to it from ground requires no work. The self-field of an isolated wire is not part of \(\mathbf E_j\), and its energy is thereby left out, as the definition of the interaction energy demands. The total is

\[
W=-\sum_j\mathbf p\cdot\mathbf E_j\int_0^1t\,dt
=-\frac12\sum_j\mathbf p\cdot\mathbf E_j.
\]

The factor one half prevents pairs from being counted twice, and it also accounts for the images, which grow in proportion to the dipoles. If the wires closest to the wall remain at a distance of order \(L\) from it, their energies are finite and their share of all wires falls as \(L/R\). The energy per wire becomes

\[
E_{\rm int}=-\frac12\,\mathbf p\cdot\frac{2\pi\mathbf p}{A}
=-\frac{\pi p^2}{A}.
\]

The negative sign means that the dipoles are stabilized by the conducting environment. The direction of \(\mathbf p\) in the plane is absent from the result.

The dependence on shape can now be understood. If the circular stack stands in vacuum, the surface charge at its outer edge is not cancelled and supplies the field \(-2\pi\mathbf P\). The integral just evaluated gives this value at the centre, and it holds throughout the interior: for a disk of radius \(R\), the potential \(2\pi\mathbf P\cdot\mathbf r\) inside and \(2\pi R^2\,\mathbf P\cdot\mathbf r/r^2\) outside is continuous at the edge, and its radial field jumps there by \(4\pi P\cos\varphi=4\pi\sigma\), as required. It cancels the \(2\pi\mathbf P\) found above, and the interaction energy in the interior is zero, in accordance with the symmetry argument.

A stack in vacuum can nevertheless have the conducting-boundary energy if its charged ends are far away compared with their width. Take \(\mathbf p\) along \(x\) and a strip of thickness \(T\) that extends to \(\pm X\) along \(x\), with \(X\gg T\). The charges on its two ends are \(\pm PT\) per unit length of wire, and each end contributes a field of magnitude about \(2PT/X\) in the middle, which vanishes as the strip grows longer. The local field is then \(2\pi P\), as with a conductor. On the other hand, the pair field along \(\mathbf p\) is \(2p\cos2\theta/r^2\), so the local field is

\[
E_{\rm loc}=\frac{2p}{A}\,S,\qquad
S=\sum_{m,n}{}^{'}\operatorname{Re}\frac{1}{(m+in)^2},
\]

where the integers \(m\) count wires along the strip and \(n\) the rows across it. Equating the two expressions gives \(S=\pi\) for this order of summation. A sum over 21 rows, each reaching 20000 cells to either side, gives 3.1395. Each row lacks two tails of about \(1/20000\), together 0.0021 for 21 rows, which accounts for the difference from \(\pi\).

If the strip is long across \(\mathbf p\) instead, its broad faces carry the charges \(\pm P\) per area and produce the field \(-4\pi P\). The local field is \(2\pi P-4\pi P=-2\pi P\), and the energy per wire is \(+\pi p^2/A\). The corresponding lattice sum is \(-3.1395\). Three arrangements of the same wires in vacuum thus give a negative, a zero and a positive energy. The conducting boundary removes this ambiguity by cancelling the charge on the outer surface.

For fixed point-like dipoles inside a grounded conductor, the interaction energy per wire and per unit length is \(-\pi p^2/A\), whereas in vacuum it depends on the shape of the stack. What remains is to treat wires of finite cross-section and their polarization, to apply the result to a polymer chain, and to estimate the effect of the charge variation along the axis.

All numerical values are calculated from the stated model.
